# Frozen Defects and the Room-Temperature Fermi Level in a Compensated Semiconductor

## Problem

A semiconductor contains a donor D with charge states $0,+1$ and a double acceptor A with charge states $0,-1,-2$. Its defects reach equilibrium at the growth temperature $T_g=1000$ K. The crystal is then cooled so quickly that no defect is created, removed or converted into another, while electrons still move freely between defects and bands.

Energies are measured from the valence-band edge. The gap is $E_g=2.00$ eV, and the electron and hole masses are $0.5\,m_e$ and $1.0\,m_e$. Each defect has $N_s=2\times10^{22}$ cm$^{-3}$ possible sites. The formation energy in charge state $q$ is

$$
E_f(q)=E_q+qE_F ,
$$

because a defect of charge $q$ has given $q$ electrons to a reservoir at the Fermi level $E_F$. The neutral formation energies are 1.30 eV for D and 2.05 eV for A. The donor level is $\varepsilon_D=1.95$ eV, which is $b=0.05$ eV below the conduction band. The acceptor levels are $\varepsilon_1=0.60$ eV $(0/-)$ and $\varepsilon_2=1.30$ eV $(-/2-)$.

A level is the value of $E_F$ at which two charge states have equal formation energy. Hence $E_{D^+}=1.30-1.95=-0.65$ eV, $E_{A^-}=2.05+0.60=2.65$ eV and $E_{A^{2-}}=2.65+1.30=3.95$ eV. The degeneracies are $g=2,1$ for D$^0$, D$^+$ and $g=1,2,1$ for A$^0$, A$^-$, A$^{2-}$; the factors of 2 count the spin of an unpaired electron.

All these energies, and the atomic chemical potentials contained in them, are taken as independent of temperature. Vibrational entropy and defect complexes are left out.

1. Find the Fermi level and electron density $n$ at 300 K with the defect totals frozen.
2. Find the same quantities if the defects, too, reached equilibrium at 300 K.
3. Decide what determines which Fermi level is higher, and whether the order can change with the freezing temperature.

## First estimate by scaling

At growth, suppose that D$^+$ and A$^{2-}$ carry most of the charge. Their densities are comparable when their formation energies are equal:

$$
-0.65+E_F=3.95-2E_F
\quad\Rightarrow\quad E_F\approx\frac{4.60}{3}=1.533\ \text{eV}.
$$

With the conduction-band effective density $N_c=5.40\times10^{19}$ cm$^{-3}$ and $kT=0.08617$ eV at 1000 K,

$$
n_g\approx5.40\times10^{19}\,e^{-0.467/0.08617}
\approx2.4\times10^{17}\ \text{cm}^{-3}.
$$

If every defect kept its growth charge on cooling, neutrality would keep $n-p$ unchanged, where $p$ is the hole density. So the frozen sample should have $n\sim2.4\times10^{17}$ cm$^{-3}$ at 300 K. There $N_c=8.87\times10^{18}$ cm$^{-3}$ and $kT=0.02585$ eV, which gives

$$
E_F\approx2.00-0.02585\ln\frac{8.87\times10^{18}}{2.4\times10^{17}}
\approx1.91\ \text{eV}.
$$

For full equilibrium at 300 K, the balance of D$^+$ against A$^{2-}$ is not consistent. At $E_F=1.533$ eV both cost 0.883 eV, whereas an electron in the band costs only 0.467 eV, and the exponentials then put far more electrons in the band than there are donors to supply them. The balance must instead be between D$^+$ and electrons. Equal energies give $-0.65+E_F=2.00-E_F$, so $E_F\approx1.325$ eV and

$$
n\sim8.87\times10^{18}\,e^{-0.675/0.02585}
\approx4\times10^7\ \text{cm}^{-3}.
$$

The estimate thus places the frozen Fermi level about 0.58 eV above the fully equilibrated one.

## Exact solution of the model

### Densities in the two equilibria

Let $c_q$ be the density of one defect in charge state $q$, and $c_v$ the density of its unoccupied sites. Per unit volume, the number of arrangements is

$$
W=\frac{N_s!}{c_v!\prod_q c_q!}\prod_q g_q^{c_q},
\qquad c_v=N_s-\sum_q c_q .
$$

Stirling's formula gives $\partial\ln W/\partial c_q=\ln(g_qc_v/c_q)$. Minimizing $\sum_q c_q(E_q+qE_F)-kT\ln W$ therefore requires

$$
E_q+qE_F-kT\ln\frac{g_qc_v}{c_q}=0 .
$$

For dilute defects $c_v\approx N_s$, and

$$
c_q=N_sg_q\,e^{-(E_q+qE_F)/kT}.
\tag{1}
$$

If the total $C=\sum_qc_q$ is frozen, a Lagrange multiplier for this constraint multiplies all the $c_q$ of that defect by one common factor. The total fixes the factor:

$$
c_q=C\,\frac{w_q}{\sum_{q'}w_{q'}},\qquad
w_q=g_q\,e^{-(E_q+qE_F)/kT}.
\tag{2}
$$

A constant added to every $E_q$ of one defect cancels here. After freezing, formation energies matter through the totals they left behind, while the charge states depend on the levels and degeneracies.

For the bands, Boltzmann occupation of a parabolic density of states gives

$$
N_c=\frac1{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}
\int_0^\infty\!\sqrt{\epsilon}\,e^{-\epsilon/kT}d\epsilon
=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2},
$$

since the integral equals $\tfrac{\sqrt\pi}{2}(kT)^{3/2}$. Then $n=N_ce^{-(E_g-E_F)/kT}$ and $p=N_ve^{-E_F/kT}$, where $N_v$ has the same form with the hole mass. In the three main solutions below, this $n$ is within 0.2% of the Fermi–Dirac integral.

### One root, and a rule for comparing roots

In both problems $E_F$ follows from neutrality, $Q(E_F)=p-n+\sum qc_q=0$, where the sum covers both defects. The carriers contribute $-(n+p)/kT$ to the slope of $Q$. From (1), $dc_q/dE_F=-qc_q/kT$, so in full equilibrium

$$
\frac{dQ}{dE_F}=-\frac1{kT}\Big(n+p+\sum q^2c_q\Big).
$$

In (2) the denominator also changes. With $\langle q\rangle=\sum_qqc_q/C$, one finds $dc_q/dE_F=-(q-\langle q\rangle)c_q/kT$. Multiplying by $q$ and summing gives, for each defect X,

$$
-\frac{C_X}{kT}\left(\langle q^2\rangle-\langle q\rangle^2\right)
=-\frac{C_X}{kT}\mathrm{Var}_X(q),
$$

and therefore

$$
\frac{dQ_{\rm fr}}{dE_F}=-\frac1{kT}\Big(n+p+\sum_XC_X\mathrm{Var}_X(q)\Big).
$$

Both slopes are negative. In both cases $Q$ is positive at very low $E_F$, where holes dominate or donors add to them, and negative at very high $E_F$. Each problem has one root.

This settles the comparison. Insert the fully equilibrated Fermi level $E_{\rm full}$ into the frozen charge balance. If $Q_{\rm fr}(E_{\rm full})>0$, the decreasing function $Q_{\rm fr}$ has yet to reach zero, and the frozen Fermi level lies higher. If it is negative, the frozen level lies lower. At a given temperature $n$ increases with $E_F$, so the electron densities have the same order.

### Growth at 1000 K

The root of neutrality with (1) is $E_F=1.505$ eV. The densities, in $10^{17}$ cm$^{-3}$, are

| $n$ | D$^0$ | D$^+$ | A$^-$ | A$^{2-}$ |
|---|---|---|---|---|
| 1.734 | 0.112 | 9.786 | 0.681 | 3.686 |

Holes and A$^0$ are below $10^{13}$ cm$^{-3}$. The totals are $C_D=9.898\times10^{17}$ and $C_A=4.366\times10^{17}$ cm$^{-3}$.

The useful combination is the net doping $\Delta=C_D-2C_A$, the number of electrons left over if every donor gives one and every acceptor takes two. Written out,

$$
\Delta=c_{D^0}+c_{D^+}-2c_{A^0}-2c_{A^-}-2c_{A^{2-}} .
$$

Growth neutrality says $c_{D^+}=n_g-p_g+c_{A^-}+2c_{A^{2-}}$. Substitution removes D$^+$ and A$^{2-}$:

$$
\Delta=n_g-p_g+c_{D^0}-c_{A^-}-2c_{A^0},
\tag{3}
$$

with all densities taken at $T_g$. Numerically,

$$
\Delta=(1.7341+0.1123-0.6807)\times10^{17}
\approx1.166\times10^{17}\ \text{cm}^{-3}.
$$

Each A$^-$ present at growth can take one more electron on cooling. That loss is absent from the first estimate.

### Frozen totals at 300 K

With $\Delta>0$, try a Fermi level well above $\varepsilon_2$. Then the acceptors are all A$^{2-}$ and holes are negligible, so

$$
c_{D^+}=n+2C_A,\qquad c_{D^0}=C_D-c_{D^+}=\Delta-n .
$$

Equation (2) gives $c_{D^0}/c_{D^+}=2e^{(E_F-\varepsilon_D)/kT}$. Multiplying $n$ by the inverse ratio cancels $E_F$:

$$
\frac{n\,c_{D^+}}{c_{D^0}}
=\frac{N_c}{2}e^{-(E_g-\varepsilon_D)/kT}
=\frac{N_c}{2}e^{-b/kT}\equiv K .
$$

Hence $n(n+2C_A)=K(\Delta-n)$, or

$$
n^2+(2C_A+K)n-K\Delta=0 .
\tag{4}
$$

The product of the roots is negative, and the positive root is the physical one:

$$
n=\frac{-(2C_A+K)+\sqrt{(2C_A+K)^2+4K\Delta}}{2}.
$$

Here $K=6.413\times10^{17}$ cm$^{-3}$ and $2C_A+K=1.5145\times10^{18}$ cm$^{-3}$, so

$$
n=4.78\times10^{16}\ \text{cm}^{-3},
$$

$$
E_F=2.00-0.02585\ln\frac{8.872\times10^{18}}{4.785\times10^{16}}
=1.865\ \text{eV}.
$$

The trial assumption holds: A$^-$ amounts to $2.8\times10^8$ cm$^{-3}$, less than one part in $10^9$ of the acceptors.

Only 41% of the net doping appears as free electrons. The mass-action relation explains this, because $c_{D^0}/n=c_{D^+}/K$. Acceptors enforce a large density of empty donors, which recapture electrons. With the same $\Delta$ but no acceptors, $n$ would be $1.01\times10^{17}$ cm$^{-3}$, or 86% of $\Delta$.

### Full equilibrium at 300 K

Take D$^+$ and electrons as the main charges. Then $n=c_{D^+}$, and $E_F$ cancels from their product:

$$
n^2=n\,c_{D^+}=N_cN_s\,e^{-(E_g-E_F)/kT}e^{-(E_{D^+}+E_F)/kT},
$$

$$
n=\sqrt{N_cN_s}\;e^{-(E_{D^+}+E_g)/2kT}.
\tag{5}
$$

The energy $E_{D^+}+E_g=1.35$ eV is the cost of making one D$^+$ and placing its electron at the conduction-band edge. With $\sqrt{N_cN_s}=4.21\times10^{20}$ cm$^{-3}$,

$$
n=4.21\times10^{20}\,e^{-1.35/(2\times0.025852)}
=1.93\times10^9\ \text{cm}^{-3},
$$

and $E_F=1.425$ eV. The density of A$^{2-}$ is about $7\times10^3$ cm$^{-3}$, so neglecting acceptors was justified. Full equilibrium at 300 K has removed the compensation along with nearly all the defects.

For the crystal frozen at 1000 K, the Fermi level is therefore 0.440 eV higher than in full equilibrium, and the electron density is larger by a factor of $2.5\times10^7$.

### Changing the freezing temperature

At $E_{\rm full}=1.425$ eV, frozen donors are almost all ionized, and A$^0$ and free carriers are negligible beside the frozen totals. The comparison rule becomes

$$
Q_{\rm fr}(E_{\rm full})\approx C_D-2c_{A^{2-}}-c_{A^-}
=\Delta+c_{A^-},
$$

where $C_A=c_{A^-}+c_{A^{2-}}$ was used. From (2), $c_{A^-}/c_{A^{2-}}=2e^{(\varepsilon_2-E_F)/kT}=0.016$ at this Fermi level. The frozen Fermi level is thus higher if $\Delta>-0.016\,C_A$, approximately, and lower if $\Delta$ is more negative.

Solving the growth problem at other temperatures, and then the frozen problem at 300 K, gives:

| Freezing $T$ (K) | $\Delta$ (cm$^{-3}$) | $E_F$ (eV) | $n$ (cm$^{-3}$) |
|---|---|---|---|
| 800 | $2.75\times10^{16}$ | 1.848 | $2.45\times10^{16}$ |
| 1000 | $1.17\times10^{17}$ | 1.865 | $4.78\times10^{16}$ |
| 1200 | $1.10\times10^{17}$ | 1.829 | $1.18\times10^{16}$ |
| 1400 | $-5.88\times10^{17}$ | 1.389 | $4.83\times10^8$ |

The samples frozen at 1000 and 1200 K have nearly equal $\Delta$, yet $n$ is four times smaller in the second. Equation (4), solved for $2C_A$ with the 1200 K values $\Delta=1.103\times10^{17}$ and $n=1.175\times10^{16}$ cm$^{-3}$, gives

$$
2C_A=K\frac{\Delta-n}{n}-n\approx5.4\times10^{18}\ \text{cm}^{-3},
$$

six times the 1000 K value. The fall in $n$ comes from stronger compensation at nearly equal net doping.

The change of sign follows from (3). From (1), the growth densities of A$^-$ and electrons have the ratio

$$
\frac{c_{A^-}}{n_g}=\frac{2N_s}{N_c}\,e^{-(E_{A^-}-E_g)/kT_g},
\qquad E_{A^-}-E_g=0.65\ \text{eV},
$$

in which $E_F$ has cancelled. Its logarithmic slope, $d\ln(c_{A^-}/n_g)/d\ln T_g=0.65\ \text{eV}/kT_g-3/2$, is positive throughout the table. Acceptors that can still take an electron therefore gain on the growth electrons as $T_g$ rises. Neutral donors oppose the change of sign, so this ratio alone does not locate it; the numerical root of $\Delta=0$ is at 1265 K. The Fermi levels change order about 30 K higher, where $\Delta$ has fallen to $-0.016\,C_A$.

For $\Delta<0$, define $\delta=2C_A-C_D$ and suppose $0<\delta<C_A$. With ionized donors and negligible carriers and A$^0$, neutrality and the acceptor total read

$$
C_D=c_{A^-}+2c_{A^{2-}},\qquad C_A=c_{A^-}+c_{A^{2-}} .
$$

Twice the second minus the first gives $c_{A^-}=\delta$, hence $c_{A^{2-}}=C_A-\delta$. The acceptor ratio then yields

$$
E_F=\varepsilon_2+kT\ln\frac{2(C_A-\delta)}{\delta}.
\tag{6}
$$

At 1400 K, $C_A=9.79\times10^{18}$ and $\delta=5.88\times10^{17}$ cm$^{-3}$, so

$$
E_F=1.300+0.02585\ln(31.3)=1.389\ \text{eV}.
$$

The partly filled acceptor level holds the Fermi level about 0.09 eV above $\varepsilon_2$. This sample contains $1.9\times10^{19}$ cm$^{-3}$ donors and $9.8\times10^{18}$ cm$^{-3}$ acceptors, but only one quarter of the free electrons of full equilibrium. Equation (6) fails as $\delta\to0$, where its logarithm diverges and the neglected electrons and neutral donors matter. It also fails as $\delta\to C_A$, where A$^0$ can no longer be ignored.

## Comparison of estimate and solution

For freezing at 1000 K and final temperature 300 K:

| Quantity | Estimate | Solution |
|---|---|---|
| Frozen $n$ (cm$^{-3}$) | $2.4\times10^{17}$ | $4.8\times10^{16}$ |
| Frozen $E_F$ (eV) | 1.91 | 1.865 |
| Full $n$ (cm$^{-3}$) | $4\times10^7$ | $1.9\times10^9$ |
| Full $E_F$ (eV) | 1.33 | 1.425 |

The frozen estimate of $n$ is five times too large, for three reasons. It overstates the growth electron density by a factor of 1.4, because it omits the double charge of A$^{2-}$ and the negative charge of A$^-$ and electrons. From (1), $c_{D^+}/c_{A^{2-}}=e^{(4.60\,{\rm eV}-3E_F)/kT}$. The estimate sets this ratio to 1, while neutrality makes it $9.786/3.686=2.66$, which lowers $E_F$ by $\tfrac13kT\ln2.66$ and $n_g$ by the factor $2.66^{1/3}=1.4$. The transfer of electrons to A$^-$, partly offset by neutral donors, contributes a factor of 1.5. Recapture by donors contributes 2.4.

The full-equilibrium estimate is too small by $\sqrt{N_s/N_c}=47$, as (5) shows. It compared energies but ignored that there are many more donor sites than effective band states. The corresponding correction to the Fermi level is $\tfrac12kT\ln(N_s/N_c)=0.10$ eV.

The estimate gets the order of the Fermi levels right at 1000 K, but it cannot produce the reversal found at 1400 K. By holding each defect at its growth charge, it leaves out the acceptors that absorb the growth electrons.

The numerical check checks both equilibria against sums over integer numbers of electrons and charged defects, with neutrality imposed on every configuration; holes, and in the frozen sums A$^0$, are left out as rare. The largest relative deviations in the compared densities are 0.08% for full equilibrium and 1.1% for frozen totals, in sums containing hundreds to thousands of defects.

The frozen result requires a clear separation of rates. If one defect can still be created or removed below $T_g$, its total must be fixed at the lower temperature where this stops, with the other total held at its growth value. If defects pair on cooling, the pairs need their own levels and densities. If electron capture or emission is too slow at 300 K, the charge states do not follow (2), and a single Fermi level no longer describes the sample.

## Computed results

```
Gap, donor level: 2.00, 1.95 eV
Acceptor levels: 0.60, 1.30 eV
Neutral formation energies D, A: 1.30, 2.05 eV
D+ formation energy at E_F=0: -0.65 eV
Electron, hole masses: 0.5, 1.0 m_e
Site density per defect: 2.0000e+22 cm^-3
kT at 300 K: 0.025852 eV
kT at 1000 K: 0.086173 eV
N_c at 300 K: 8.8721e+18 cm^-3
N_v at 300 K: 2.5094e+19 cm^-3
N_c at 1000 K: 5.3994e+19 cm^-3
N_v at 1000 K: 1.5272e+20 cm^-3
Growth 1000 K, E_F: 1.5053 eV
Growth n: 1.7341e+17 cm^-3
Growth p: 3.9591e+12 cm^-3
Growth D0: 1.1229e+16 cm^-3
Growth D+: 9.7857e+17 cm^-3
Growth A0: 9.3215e+11 cm^-3
Growth A-: 6.8068e+16 cm^-3
Growth A2-: 3.6855e+17 cm^-3
Frozen total C_D: 9.8980e+17 cm^-3
Frozen total C_A: 4.3662e+17 cm^-3
Frozen net doping C_D-2C_A: 1.1657e+17 cm^-3
Frozen 300 K, E_F: 1.8650 eV
Frozen n: 4.7846e+16 cm^-3
Frozen p: 1.1728e-12 cm^-3
Frozen D0: 6.8723e+16 cm^-3
Frozen D+: 9.2108e+17 cm^-3
Frozen A-: 2.8173e+08 cm^-3
Frozen A2-: 4.3662e+17 cm^-3
Mass-action constant K: 6.4126e+17 cm^-3
n from quadratic: 4.7846e+16 cm^-3
n at same net doping, no acceptors: 1.0074e+17 cm^-3
Full equilibrium 300 K, E_F: 1.4248 eV
Full n: 1.9276e+09 cm^-3
Full p: 2.9111e-05 cm^-3
Full D+: 1.9277e+09 cm^-3
Full A2-: 6.5312e+03 cm^-3
n from square-root law: 1.9276e+09 cm^-3
E_F difference, frozen-full: 0.4402 eV
n ratio, frozen/full: 2.482e+07
Freeze 800 K: net 2.754e+16 cm^-3, E_F 1.8477 eV, n 2.454e+16 cm^-3
Freeze 1000 K: net 1.166e+17 cm^-3, E_F 1.8650 eV, n 4.785e+16 cm^-3
Freeze 1200 K: net 1.103e+17 cm^-3, E_F 1.8287 eV, n 1.175e+16 cm^-3
Freeze 1400 K: net -5.882e+17 cm^-3, E_F 1.3890 eV, n 4.830e+08 cm^-3
Net doping zero at freezing T: 1265.3 K
1400 K totals C_D: 1.8991e+19 cm^-3
1400 K totals C_A: 9.7897e+18 cm^-3
1400 K deficit 2C_A-C_D: 5.8816e+17 cm^-3
1400 K E_F from acceptor formula: 1.3890 eV
1400 K n ratio, frozen/full: 0.2506
Max error, full canonical sums: 8.3e-04
Max error, frozen canonical sums: 1.1e-02
Max error, Boltzmann electrons: 1.9e-03
```
